# From J² in Euler Angles to the Pöschl–Teller Equation

## What has to be decided before computing

Suppose that rotational states, or the functions \(d^j_{m'm}(\beta)\) themselves, are to be computed by diagonalizing an equation in \(\beta\) on a grid. One may discretize \(d\), with a first-derivative term and the weight \(\sin\beta\), or the rescaled function \(u=\sqrt{\sin\beta}\,d\), which obeys an ordinary one-dimensional Schrödinger equation. The second form is simpler, and setting \(u=0\) at both ends looks natural.

The choice depends on two integers,
\[
a=|m'-m|,\qquad b=|m'+m| .
\]
If both are at least 1, the form in \(u\) with \(u=0\) at the ends is sound. If either is zero, the unwanted solution also satisfies \(u=0\) at that end. A uniform grid with \(u=0\) then approaches the correct eigenvalues too slowly to be useful, and it is better to put the condition on \(d\). In either case the eigenvalue of the \(u\) equation is \((j+\tfrac12)^2\), so \(\tfrac14\) must be subtracted to recover \(j(j+1)\).

## Conventions

Set \(\hbar=1\), \([J_x,J_y]=iJ_z\) and cyclic permutations, and
\[
R=e^{-i\alpha J_z}e^{-i\beta J_y}e^{-i\gamma J_z},\qquad
D^j_{m'm}=\langle jm'|R|jm\rangle=e^{-im'\alpha}\,d^j_{m'm}(\beta)\,e^{-im\gamma}.
\]
In the standard basis \(J_\pm\) have real elements and \(J_y=(J_+-J_-)/2i\). Hence \(-i\beta J_y\) is a real matrix and \(d\) is real. The numbers \(m'\) and \(m\) are both integers or both half-integers, so \(a\) and \(b\) are integers in either case.

## Angular momentum as first-order operators

Two rotated operators are needed. Let \(J_k(\alpha)=e^{-i\alpha J_z}J_ke^{i\alpha J_z}\). Differentiation gives
\[
\frac{dJ_x(\alpha)}{d\alpha}=-i[J_z,J_x](\alpha)=J_y(\alpha),\qquad
\frac{dJ_y(\alpha)}{d\alpha}=-J_x(\alpha),
\]
so that
\[
J_x(\alpha)=\cos\alpha J_x+\sin\alpha J_y,\qquad
J_y(\alpha)=-\sin\alpha J_x+\cos\alpha J_y .
\]
The same argument for a rotation about \(y\) gives \(e^{-i\beta J_y}J_ze^{i\beta J_y}=\cos\beta J_z+\sin\beta J_x\).

Now differentiate \(R\). The \(\alpha\) derivative brings down \(J_z\) on the left. The \(\beta\) derivative brings down \(J_y\) behind the first exponential; moving it to the left turns it into \(J_y(\alpha)\). The \(\gamma\) derivative brings down \(J_z\) on the right, and \(RJ_z=(RJ_zR^{-1})R\). Therefore
\[
\begin{aligned}
i\partial_\alpha R&=J_zR,\\
i\partial_\beta R&=(-\sin\alpha J_x+\cos\alpha J_y)R,\\
i\partial_\gamma R&=[\sin\beta(\cos\alpha J_x+\sin\alpha J_y)+\cos\beta J_z]R .
\end{aligned}
\]
Subtract \(\cos\beta\) times the first line from the third and divide by \(\sin\beta\):
\[
(\cos\alpha J_x+\sin\alpha J_y)R=AR,\qquad
A=\frac{i\partial_\gamma-\cos\beta\,i\partial_\alpha}{\sin\beta}.
\]
With \(P=i\partial_\beta\), solving for the Cartesian components gives \(J_kR=\mathcal J_kR\), where
\[
\mathcal J_x=\cos\alpha A-\sin\alpha P,\quad
\mathcal J_y=\sin\alpha A+\cos\alpha P,\quad
\mathcal J_z=i\partial_\alpha .
\]
The division requires \(\sin\beta\ne0\). At \(\beta=0,\pi\) the Euler coordinates are singular, and those points need boundary conditions.

The matrices \(J_k\) are constant and commute with differentiation, so
\[
\mathcal J_x\mathcal J_yR=\mathcal J_x(J_yR)=J_y(\mathcal J_xR)=J_yJ_xR .
\]
The order is reversed, and \([\mathcal J_x,\mathcal J_y]=-i\mathcal J_z\). The operators \(-\mathcal J_k\) obey the usual commutators. The sign and the order do not affect a square: \(J_k^2R=\mathcal J_k^2R\).

## The square in Euler angles

\(A\) contains \(-\cot\beta\,i\partial_\alpha\), so it does not commute with functions of \(\alpha\):
\[
A\cos\alpha=\cos\alpha A+i\cot\beta\sin\alpha,\qquad
A\sin\alpha=\sin\alpha A-i\cot\beta\cos\alpha .
\]
Keeping \(A\) and \(P\) in order,
\[
\begin{aligned}
\mathcal J_x^2={}&\cos^2\!\alpha\,A^2+i\cot\beta\sin\alpha\cos\alpha\,A
-\sin\alpha\cos\alpha(AP+PA)\\
&+i\cot\beta\cos^2\!\alpha\,P+\sin^2\!\alpha\,P^2,\\
\mathcal J_y^2={}&\sin^2\!\alpha\,A^2-i\cot\beta\sin\alpha\cos\alpha\,A
+\sin\alpha\cos\alpha(AP+PA)\\
&+i\cot\beta\sin^2\!\alpha\,P+\cos^2\!\alpha\,P^2 .
\end{aligned}
\]
In the sum the mixed terms cancel, leaving
\[
\mathcal J_x^2+\mathcal J_y^2=A^2+P^2+i\cot\beta P
=A^2-\partial_\beta^2-\cot\beta\,\partial_\beta .
\]
The term in \(\cot\beta\,\partial_\beta\) comes from \(A\) differentiating \(\cos\alpha\) and \(\sin\alpha\).

Since \(A\) has no \(\beta\) derivative, its square is
\[
A^2=-\frac{\partial_\gamma^2-2\cos\beta\,\partial_\alpha\partial_\gamma+\cos^2\!\beta\,\partial_\alpha^2}{\sin^2\beta}.
\]
Adding \(\mathcal J_z^2=-\partial_\alpha^2\) and using \(\cos^2\beta/\sin^2\beta+1=1/\sin^2\beta\),
\[
J^2=-\left[\partial_\beta^2+\cot\beta\,\partial_\beta+
\frac{\partial_\alpha^2+\partial_\gamma^2-2\cos\beta\,\partial_\alpha\partial_\gamma}{\sin^2\beta}\right].
\]
All coefficients are real, so \(D\) and its complex conjugate have the same eigenvalue \(j(j+1)\).

## The equation for d

On \(D^j_{m'm}\), \(\partial_\alpha^2\to-m'^2\), \(\partial_\gamma^2\to-m^2\) and \(\partial_\alpha\partial_\gamma\to(-im')(-im)=-m'm\). The equation \(J^2D=j(j+1)D\) becomes
\[
d''+\cot\beta\,d'+\left[j(j+1)-\frac{m'^2+m^2-2m'm\cos\beta}{\sin^2\beta}\right]d=0 .
\]
For \(m=0\) this is the associated Legendre equation. For \(m\ne0\) the cosine term makes the two ends inequivalent unless \(m'=0\).

## Removing the first derivative

Put \(d=(\sin\beta)^{-1/2}u\). Then
\[
\begin{aligned}
d'&=(\sin\beta)^{-1/2}\left[u'-\tfrac12\cot\beta\,u\right],\\
d''&=(\sin\beta)^{-1/2}\left[u''-\cot\beta\,u'+\left(\frac{1}{2\sin^2\beta}+\tfrac14\cot^2\beta\right)u\right].
\end{aligned}
\]
In \(d''+\cot\beta\,d'\) the terms in \(u'\) cancel. The coefficient of \(u\) is
\[
\frac{1}{2\sin^2\beta}-\frac14\cot^2\beta
=\frac{1}{4\sin^2\beta}+\frac14 .
\]
The constant \(\tfrac14\) joins \(j(j+1)\), while \(1/(4\sin^2\beta)\) joins the potential:
\[
-u''+\frac{m'^2+m^2-\frac14-2m'm\cos\beta}{\sin^2\beta}\,u=(j+\tfrac12)^2u .
\]

## Half angles

Write \(s=\sin(\beta/2)\), \(c=\cos(\beta/2)\). From \(\sin\beta=2sc\) and \(\cos\beta=c^2-s^2\),
\[
\frac1{\sin^2\beta}=\frac14\left(\frac1{s^2}+\frac1{c^2}\right),\qquad
\frac{\cos\beta}{\sin^2\beta}=\frac14\left(\frac1{s^2}-\frac1{c^2}\right).
\]
The coefficient of \(1/(4s^2)\) is \(m'^2+m^2-2m'm-\tfrac14=a^2-\tfrac14\); that of \(1/(4c^2)\) is \(b^2-\tfrac14\). Hence
\[
\boxed{-u''+\left[\frac{a^2-\frac14}{4\sin^2(\beta/2)}+\frac{b^2-\frac14}{4\cos^2(\beta/2)}\right]u=(j+\tfrac12)^2u}
\]
on \(0<\beta<\pi\). This is the trigonometric Pöschl–Teller equation. In the variable \(x=\beta/2\) the second derivative is \(\tfrac14\partial_x^2\); multiplication by 4 gives the potential \((a^2-\tfrac14)/\sin^2x+(b^2-\tfrac14)/\cos^2x\) with eigenvalue \((2j+1)^2\). The number quoted as the eigenvalue therefore depends on the variable.

The integer \(a\) governs the end \(\beta=0\), and \(b\) the end \(\beta=\pi\). Changing the sign of \(m\) exchanges them and reflects the well about \(\pi/2\).

## Boundary conditions

Near \(\beta=0\) the potential is \((a^2-\tfrac14)/\beta^2\) to leading order. A trial power \(u\sim\beta^\sigma\) requires \(\sigma(\sigma-1)=a^2-\tfrac14\), or \(\sigma=\tfrac12\pm a\).

**Case \(a\ge1\).** The lower solution has \(u^2\sim\beta^{1-2a}\), which is not integrable at zero. Normalizability removes it, and so does \(u=0\).

**Case \(a=0\).** The exponents coincide, and the two behaviours are \(\sqrt\beta\) and \(\sqrt\beta\ln\beta\). Both vanish at the end and both are square integrable. For \(d\) they mean a constant and a logarithm. Matrix elements of a rotation are finite, so the logarithm must be rejected by a separate condition. The same holds at \(\beta=\pi\) with \(b\) in place of \(a\).

The numerical output shows this for \(a=b=0\) and the trial eigenvalue 1, which is not of the form \((j+\tfrac12)^2\) with integer \(j\). The solution regular at \(\beta=0\), scaled so that \(d(0)=1/\sqrt2\), was followed towards \(\beta=\pi\). Between distances \(10^{-4}\) and \(10^{-8}\) rad from that end, \(|u|\) falls from 0.0418 to 0.00083, while \(|d|\) rises from 4.18 to 8.33. In a calculation that follows the solution from one end and tests only whether \(u\) vanishes at the other, the false eigenvalue would pass.

Diagonalization on a uniform grid with \(u=0\) at both ends fails in a different way. It does approach the correct levels, but the error falls only roughly as the inverse logarithm of the number of points. For \(a=b=0\) the lowest eigenvalue, exactly 0.25, comes out as 0.372 with 1000 interior points and still as 0.328 with 100000, using the three-point second difference. A cell-centred grid gives 0.338 and 0.313, with the same slow decrease.

A grid can impose the right condition through
\[
\cot\beta\,d'+d''=\frac1{\sin\beta}\frac{d}{d\beta}\left(\sin\beta\,\frac{dd}{d\beta}\right).
\]
At an end where \(a\) or \(b\) is zero, the flux \(\sin\beta\,d'\) vanishes for the finite solution and tends to a nonzero constant for the logarithmic one. Zero flux therefore selects the finite solution.

## Why the eigenvalue is quantized

Replace \((j+\tfrac12)^2\) by an unknown \(\varepsilon\), and use \(y=\sin^2(\beta/2)\). Since \(dy/d\beta=sc=\tfrac12\sin\beta\), the derivative terms become \(\partial_y[y(1-y)\partial_yd]\), and
\[
\frac{d}{dy}\left[y(1-y)\frac{dd}{dy}\right]+\left[\varepsilon-\frac14-\frac{a^2}{4y}-\frac{b^2}{4(1-y)}\right]d=0 .
\]
Extract the finite endpoint behaviour: \(d=wF\), \(w=y^{a/2}(1-y)^{b/2}\). Let \(p=y(1-y)\) and \(g=w'/w\), with primes now denoting \(y\) derivatives. Then \(pg=\tfrac12[a-(a+b)y]\) and
\[
(p(wF)')'=w\{pF''+(p'+2pg)F'+[pg^2+(pg)']F\}.
\]
The two pieces in the last bracket are
\[
pg^2=\frac{a^2}{4y}+\frac{b^2}{4(1-y)}-\frac{(a+b)^2}{4},\qquad (pg)'=-\frac{a+b}{2}.
\]
The singular terms cancel those in the equation. The constants combine as \(\tfrac14+\tfrac14(a+b)^2+\tfrac12(a+b)=N^2\), with \(N=\tfrac12(a+b+1)\). Thus
\[
y(1-y)F''+[a+1-(a+b+2)y]F'+(\varepsilon-N^2)F=0 .
\]
Insert \(F=\sum_kc_ky^k\) and collect the coefficient of \(y^k\):
\[
\frac{c_{k+1}}{c_k}=\frac{(k+N)^2-\varepsilon}{(k+1)(k+a+1)} .
\]
If no numerator vanishes, the ratio is \(1+(b-1)/k+O(k^{-2})\), so \(c_k\) approaches a nonzero constant times \(k^{b-1}\). For \(b\ge1\) the series then diverges as \((1-y)^{-b}\), and \(d\) as \((1-y)^{-b/2}\). For \(b=0\) it diverges as \(\ln(1-y)\). A finite \(d\) thus requires termination at some \(k=n\):
\[
\varepsilon=(n+N)^2,\qquad n=0,1,2,\ldots
\]
Conversely, each terminating series is a polynomial and gives a finite \(d\). Because \(|m'-m|+|m'+m|=2\max(|m'|,|m|)\),
\[
\varepsilon=(j+\tfrac12)^2,\qquad j=\max(|m'|,|m|)+n .
\]
The lower limit on \(j\) is the requirement that both projections fit into the multiplet.

This was tested by diagonalization on 4000-point grids, whose error falls about fourfold when the number of points is doubled, for ten pairs \((m',m)\), integer and half-integer, three levels each. Five pairs with \(a,b\ge1\) used \(u=0\); five with a zero index used zero flux. The largest absolute deviation from \((j+\tfrac12)^2\) was \(1.4\times10^{-5}\).

## Two limiting cases

For \(n=0\), \(F\) is constant and \(d\propto s^ac^b\). The function has no interior node. With \(m'=m=j\) it is \(\cos^{2j}(\beta/2)\), since \(d(0)=1\); for large \(j\) it is concentrated near \(\beta=0\).

For large \(j\) at fixed \(m',m\) and small \(\beta\), the potential is \((a^2-\tfrac14)/\beta^2\) plus terms that stay bounded as \(\beta\to0\). These are small beside \((j+\tfrac12)^2\). The finite solution is then
\[
u\propto\sqrt\beta\,J_a\big((j+\tfrac12)\beta\big),\qquad d\propto J_a\big((j+\tfrac12)\beta\big),
\]
where \(J_a\) is here a Bessel function. For \(m'=m\) the factor is 1 because \(d(0)=1\). The shifted quantity \(j+\tfrac12\) acts as the local wave number in \(\beta\). The form for \(u\) fails near \(\beta=\pi\), where the other singular term matters. The form for \(d\) fails sooner, because it also replaces \(\sin\beta\) by \(\beta\): the omitted factor \(\sqrt{\beta/\sin\beta}\) is already 1.25 at \(\beta=\pi/2\).

## Normalization

Consider \(M=\int d\Omega\,R|jm\rangle\langle jm|R^\dagger\), with \(d\Omega=\sin\beta\,d\beta\,d\alpha\). The phase from \(\gamma\) cancels. The integrand projects on the state with projection \(m\) along the direction \((\beta,\alpha)\). A further rotation moves this direction and leaves the solid angle unchanged, so \(M\) commutes with every rotation. Commuting with \(J_z\) makes \(M\) diagonal; commuting with \(J_+\) makes its diagonal elements equal. Its trace is \(4\pi\), hence each element is \(4\pi/(2j+1)\). The element \(m'\) reads \(2\pi\int\sin\beta\,d^2\,d\beta\), and
\[
\int_0^\pi u^2\,d\beta=\frac{2}{2j+1}.
\]

## A spherical top: SiH4

For a rigid tetrahedral molecule the three principal moments are equal, and \(H=BJ^2\) with \(B=1/(2I)\) in atomic units. The conjugates of the \(D\) functions are eigenfunctions, with \(m'\) and \(m\) labelling the space-fixed and body-fixed projections. Multiplying the Pöschl–Teller equation by \(B\) turns its eigenvalue into an energy, which lies \(B/4\) above the rotational energy \(Bj(j+1)\).

The Si–H length, optimized with RHF/def2-TZVP, is 1.4753 Å, or \(r=2.788\) bohr. Silicon sits at the centre of mass. For any axis through it the four hydrogens contribute \(4r^2(1-\tfrac13)\), so
\[
I=\tfrac83m_{\rm H}r^2=\tfrac83(1837.15)(2.788)^2\approx3.808\times10^4,
\]
\[
B=\frac1{2I}=1.313\times10^{-5}\ \text{hartree}=3.573\times10^{-4}\ \text{eV}.
\]
This value omits electron correlation, vibration and centrifugal distortion, and carries the error of a finite basis: RHF with def2-TZVPP gives \(B=3.574\times10^{-4}\) eV, and with cc-pVTZ a length of 1.478 Å and \(B=3.559\times10^{-4}\) eV, a shift of 0.4% that carries over to every energy below. The four figures given for \(B\) and for the energies below are those of this model, kept so that the arithmetic can be followed. They are not the accuracy with which the real molecule is described. The restrictions that nuclear spin places on combinations of rotational states are not treated.

**The well.** Take \(m'=2\), \(m=1\), so \(a=1\), \(b=3\). With \(t=\tan^2(\beta/2)\), \(K_a=a^2-\tfrac14=\tfrac34\) and \(K_b=b^2-\tfrac14=\tfrac{35}4\), the potential is
\[
V=\tfrac14\left[K_a(1+1/t)+K_b(1+t)\right].
\]
Its derivative vanishes at \(t=\sqrt{K_a/K_b}=0.293\), or \(\beta=56.8^\circ\). There
\[
V_{\min}=\tfrac14(\sqrt{K_a}+\sqrt{K_b})^2=\tfrac14(0.866+2.958)^2=3.656 .
\]
In energy this is \(1.306\times10^{-3}\) eV. The minimum lies nearer \(\beta=0\) because the barrier at \(\pi\) is stronger.

**The levels.** The lowest allowed \(j\) is 2. In units of \(10^{-3}\) eV:

| \(j\) | \((j+\frac12)^2\) | \(B(j+\frac12)^2\) | \(Bj(j+1)\) |
|---|---|---|---|
| 2 | 6.25 | 2.233 | 2.144 |
| 3 | 12.25 | 4.377 | 4.288 |
| 4 | 20.25 | 7.235 | 7.146 |

The constant difference is \(B/4=8.93\times10^{-5}\) eV. Omitting the subtraction would raise the \(j=2\) energy by about 4% of \(Bj(j+1)\), but would leave level spacings unchanged.

**The function for \(j=3\).** Here \(n=1\), \(N=\tfrac52\), \(\varepsilon=\tfrac{49}4\). The recurrence gives
\[
\frac{c_1}{c_0}=\frac{\frac{25}4-\frac{49}4}{1\cdot2}=-3,\qquad c_2=0,
\]
so \(d=K\,sc^3(1-3s^2)\). Since \(\sin\beta\,d\beta=2\,dy\), normalization requires
\[
2K^2\int_0^1y(1-y)^3(1-3y)^2dy
=2K^2\left(\frac1{20}-\frac6{60}+\frac9{140}\right)=\frac{K^2}{35}=\frac27,
\]
and \(K^2=10\). For small \(\beta\), \(d\approx-i\beta\langle3,2|J_y|3,1\rangle=-\tfrac12\sqrt{10}\,\beta\), whereas the formula gives \(K\beta/2\). Thus \(K=-\sqrt{10}\):
\[
d^3_{21}(\beta)=-\sqrt{10}\,\sin\frac\beta2\cos^3\frac\beta2\left(1-3\sin^2\frac\beta2\right).
\]
At \(60^\circ\) this is \(-3.1623\times0.5\times0.6495\times0.25=-0.2567\), in agreement with the matrix exponential. The single interior node is at \(\cos\beta=\tfrac13\), or \(70.5^\circ\), as expected for the first excited state of this well.

## Computed results

```
TESTS (largest absolute errors, dimensionless)
operator composition and commutator: 4.7e-15
Euler operators on D matrices: 3.1e-06
equation for d: 7.5e-15
Poschl-Teller equation for u: 8.3e-06
grid spectra, ten (m',m) pairs: 1.4e-05
hypergeometric solution: 2.6e-17
LOGARITHMIC SOLUTION, a = b = 0, eigenvalue 1 (dimensionless)
pi-beta = 1e-04 rad: |u| = 4.182e-02, |d| = 4.182
pi-beta = 1e-08 rad: |u| = 8.328e-04, |d| = 8.328
SiH4, RHF/def2-TZVP, rigid spherical top
Si-H length: 1.4753 angstrom
H mass: 1837.153 electron masses
moment of inertia: 38078.5 atomic units
B: 1.31308e-05 hartree = 3.57306e-04 eV
shift B/4: 8.93265e-05 eV
CHANNEL m' = 2, m = 1: a = 1, b = 3
well minimum at beta = 56.834 degrees
well minimum: 3.65587 (units of B) = 1.30626e-03 eV
j = 2: (j+1/2)^2 = 6.2500, grid eigenvalue = 6.2500
  B(j+1/2)^2 = 2.23316e-03 eV, B j(j+1) = 2.14384e-03 eV
j = 3: (j+1/2)^2 = 12.2500, grid eigenvalue = 12.2500
  B(j+1/2)^2 = 4.37700e-03 eV, B j(j+1) = 4.28767e-03 eV
j = 4: (j+1/2)^2 = 20.2500, grid eigenvalue = 20.2500
  B(j+1/2)^2 = 7.23545e-03 eV, B j(j+1) = 7.14612e-03 eV
FUNCTION d for j = 3, m' = 2, m = 1 (dimensionless)
d(60 degrees), closed form: -0.256745
d(60 degrees), matrix exponential: -0.256745
interior node: 70.529 degrees
integral of u^2: 0.285714; 2/(2j+1): 0.285714
```
